# Linear Dopant Shift of the Free-Energy Difference Between Hafnia Polymorphs: a program that tests the result

```python
"""
Result under test: at equal dopant fraction x, two polymorphs m and o obey
    f_o - f_m = Df0 + x*Dg + O(x^2),
without the dopant reservoir potential. f: free energy per formula unit;
g: free energy of replacing one cation; D: o minus m. For mobile dopants the
next term is x^2*DB/2, B=-kT*sum_r(exp(-v/kT)-1); for random frozen dopants
B is replaced by V=sum_r v. Here v(r) is the pair interaction free energy.
Model: one oxygen-cage breathing coordinate per cation on an fcc site lattice.
K: cage stiffness, J: neighbour coupling, h: dopant misfit force,
dK: dopant stiffness change, swap: unrelaxed replacement energy, e0: host energy.
Energies are in eV, lengths in angstrom, temperatures in K.
"""
from itertools import combinations
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

KB = sc.k / sc.e
CAGE_MASS_U = 16.0
QUANTUM = sc.hbar / sc.e * np.sqrt(sc.e / 1e-20 / (CAGE_MASS_U * sc.atomic_mass))
T_USE, T_ANNEAL = 300.0, 900.0
TEMPS = (T_USE, T_ANNEAL)
PHASES = {
    "m": dict(e0=0.00, K=8.0, J=1.0, swap=0.60, h=2.0, dK=2.0),
    "o": dict(e0=0.08, K=7.0, J=1.0, swap=0.45, h=3.0, dK=1.0),
}


def fcc_sites(cells):
    """Periodic fcc sites in half cubic lattice constants."""
    width = 2 * cells
    sites = np.array([(i, j, k) for i in range(width) for j in range(width)
                      for k in range(width) if (i + j + k) % 2 == 0])
    delta = sites[:, None] - sites[None]
    delta = np.abs((delta + cells) % width - cells)
    neighbours = (np.sum(delta**2, axis=2) == 2).astype(float)
    assert np.all(neighbours.sum(axis=1) == 12)
    return neighbours, delta[0]


def arrangement_energies(p, neighbours, configs):
    """Relaxation energy, vibrational free energies and total free energies."""
    configs = np.asarray(configs, dtype=int)
    count, dopants = configs.shape
    size = len(neighbours)
    host = np.eye(size) * (p["K"] + 12 * p["J"]) - p["J"] * neighbours
    stiffness = np.repeat(host[None], count, axis=0)
    rows = np.arange(count)[:, None]
    stiffness[rows, configs, configs] += p["dK"]
    force = np.zeros((count, size))
    force[rows, configs] = p["h"]
    displacement = np.linalg.solve(stiffness, force[:, :, None])[:, :, 0]
    relaxation = -0.5 * np.sum(force * displacement, axis=1)
    eigenvalues = np.linalg.eigvalsh(stiffness)
    assert eigenvalues.min() > 0
    quanta = QUANTUM * np.sqrt(eigenvalues)
    vibration = np.array([np.sum(quanta / 2 + KB * t * np.log1p(
        -np.exp(-quanta / (KB * t))), axis=1) for t in TEMPS])
    total = size * p["e0"] + dopants * p["swap"] + relaxation + vibration
    return relaxation, vibration, total


EMPTY = np.zeros((1, 0), dtype=int)

# Exhaustive arrangements on the small lattice, one dopant held at site zero.
small_neigh, _ = fcc_sites(2)
n_small = len(small_neigh)
small = {}
for name, p in PHASES.items():
    a0 = arrangement_energies(p, small_neigh, EMPTY)[2][:, 0]
    excess = {}
    for n in range(1, 5):
        configs = np.array([(0,) + c for c in
                            combinations(range(1, n_small), n - 1)])
        excess[n] = arrangement_energies(p, small_neigh, configs)[2] - a0[:, None]
    small[name] = dict(f0=a0 / n_small, g=excess[1][:, 0], excess=excess)

# Frozen random dopants: departure from a straight line counts dopant pairs.
departure = {}
for n in (2, 3, 4):
    departure[n] = sum(sign * (small[s]["excess"][n][0].mean()
                       - n * small[s]["g"][0]) for s, sign in (("o", 1), ("m", -1)))
ratio3, ratio4 = departure[3] / departure[2], departure[4] / departure[2]
# Three-dopant interactions cause the allowed deviation from pair counting.
assert abs(ratio3 / 3 - 1) < 0.15
assert abs(ratio4 / 6 - 1) < 0.15

# Mobile dopants: explicit grand-canonical sums at the anneal temperature.
kt = KB * T_ANNEAL
for s in small.values():
    s["q"] = [1.0] + [n_small / n * np.exp(-s["excess"][n][1] / kt).sum()
                      for n in range(1, 5)]
    pair_v = s["excess"][2][1] - 2 * s["g"][1]
    s["B"] = -kt * np.expm1(-pair_v / kt).sum()


def grand(mu, q):
    weights = np.array([q[n] * np.exp(n * mu / kt) for n in range(5)])
    total = weights.sum()
    return (-kt * np.log(total) / n_small,
            np.dot(np.arange(5), weights) / total / n_small)


x_test = 0.005
f_at_x, mu_at_x = {}, {}
for name, s in small.items():
    mu = brentq(lambda y: grand(y, s["q"])[1] - x_test, s["g"][1] - 1, s["g"][1])
    mu_at_x[name] = mu
    f_at_x[name] = grand(mu, s["q"])[0] + mu * x_test
dg_small = small["o"]["g"][1] - small["m"]["g"][1]
db_small = small["o"]["B"] - small["m"]["B"]
mobile_direct = f_at_x["o"] - f_at_x["m"]
mobile_line = x_test * dg_small
mobile_quad = 0.5 * x_test**2 * db_small
# Terms of third order in x set this relative tolerance.
assert abs((mobile_direct - mobile_line) / mobile_quad - 1) < 0.05

# Equal reservoir potential is a different comparison and keeps the reservoir.
df0_small = small["o"]["f0"][1] - small["m"]["f0"][1]
open_rows = []
for zeta_o in (0.001, 0.002):
    mu = small["o"]["g"][1] + kt * np.log(zeta_o)
    w_o, x_o = grand(mu, small["o"]["q"])
    w_m, x_m = grand(mu, small["m"]["q"])
    zeta_m = np.exp((mu - small["m"]["g"][1]) / kt)
    assert abs((w_o - w_m) / (-kt * (zeta_o - zeta_m)) - 1) < 0.03
    assert abs(x_o / x_m / np.exp(-dg_small / kt) - 1) < 0.05
    open_rows.append((mu, df0_small + w_o - w_m, x_o, x_m))

# Single-dopant and pair free energies on the larger lattice.
neigh, offsets = fcc_sites(4)
n_sites = len(neigh)
shells = {}
for site in range(1, n_sites):
    shells.setdefault(tuple(sorted(offsets[site])), []).append(site)
pairs = np.array([(0, members[0]) for members in shells.values()])
multiplicity = np.array([len(members) for members in shells.values()])
nn_index = list(shells).index((0, 1, 1))
large = {}
for name, p in PHASES.items():
    _, vib0, a0 = arrangement_energies(p, neigh, EMPTY)
    relax1, vib1, a1 = arrangement_energies(p, neigh, np.array([[0]]))
    g = (a1 - a0)[:, 0]
    v = arrangement_energies(p, neigh, pairs)[2] - a0 - 2 * g[:, None]
    large[name] = dict(f0=a0[:, 0] / n_sites, g=g, relax=relax1[0],
                       vib=(vib1 - vib0)[:, 0], V=np.dot(v[0], multiplicity),
                       B=-kt * np.dot(np.expm1(-v[1] / kt), multiplicity),
                       nn=v[0, nn_index])
    # Periodic images differ between the two cell sizes.
    assert np.max(np.abs(g - small[name]["g"])) < 0.005


def difference(key):
    return large["o"][key] - large["m"][key]


df0, dg = difference("f0"), difference("g")
dv, db = difference("V"), difference("B")

# Independent random arrangements, identical in the two phases.
rng = np.random.default_rng(12)
random_rows = {}
for n in (5, 10, 20):
    configs = np.array([rng.choice(n_sites, n, replace=False) for _ in range(30)])
    values = (arrangement_energies(PHASES["o"], neigh, configs)[2][0]
              - arrangement_energies(PHASES["m"], neigh, configs)[2][0]) / n_sites
    line = df0[0] + n / n_sites * dg[0]
    quad = n * (n - 1) / (2 * n_sites * (n_sites - 1)) * dv
    error = values.std(ddof=1) / np.sqrt(len(values))
    # Sampling error plus a small allowance for three-dopant interactions.
    assert abs(values.mean() - line - quad) < 4 * error + 0.1 * abs(quad)
    random_rows[n] = (n / n_sites, values.mean(), error, line, line + quad)

# Sizes of neglected effects, from rough inputs for a thin capacitor film.
x = 10 / n_sites
shift = x * dg[0]
volume = 34.0
grain_nm, interface_j_m2 = 10.0, 0.3
field_mv_cm, polarization_uc_cm2 = 2.0, 20.0
stress_gpa, strain_difference = 2.0, 0.01
bulk_gpa, dopant_volume = 200.0, 3.0
mode_shift, missing_modes = 0.01, 8
volume_m3 = volume * 1e-30
interface = 6 / (grain_nm * 1e-9) * interface_j_m2 * volume_m3 / sc.e
field = polarization_uc_cm2 * 1e-2 * field_mv_cm * 1e8 * volume_m3 / sc.e
stress = 2 * stress_gpa * 1e9 * strain_difference * volume_m3 / sc.e
macro = (0.5 * bulk_gpa * 1e9 * (dopant_volume * 1e-30)**2
         / volume_m3 / sc.e * x**2)
grain_cations = grain_nm**3 * 1000 / volume
fluctuation = abs(dg[0]) * np.sqrt(x * (1 - x) / grain_cations)
missing_vibration = missing_modes * KB * T_USE * mode_shift

print("Model inputs (rough); fu = formula unit")
for name, p in PHASES.items():
    print(f"{name}: e0 {p['e0']:.2f} eV/fu, swap {p['swap']:.2f} eV, "
          f"h {p['h']:.1f} eV/A")
    print(f"{name}: K {p['K']:.1f}, J {p['J']:.1f}, dK {p['dK']:.1f} eV/A^2")
print(f"cage mass {CAGE_MASS_U:.0f} u; temperatures {T_USE:.0f}, {T_ANNEAL:.0f} K")
print(f"Lattice sizes: {n_small}, {n_sites} cations")
for name, s in large.items():
    print(f"{name}, 300 K: g {s['g'][0]:.4f}, relaxation {s['relax']:.4f}, "
          f"vibration {s['vib'][0]:.4f} eV")
    print(f"{name}, 300 K: neighbour v {s['nn']:.4f}, pair sum V {s['V']:.4f} eV")
print(f"Df0: {df0[0]:.5f} eV/fu at 300 K, {df0[1]:.5f} at 900 K")
print(f"Dg: {dg[0]:.4f} eV/dopant at 300 K, {dg[1]:.4f} at 900 K")
print(f"Dg parts, 300 K: swap {PHASES['o']['swap']-PHASES['m']['swap']:.4f}, "
      f"relaxation {difference('relax'):.4f}, vibration {difference('vib')[0]:.4f} eV")
print(f"DV at 300 K {dv:.4f} eV; DB at 900 K {db:.4f} eV")
print("Random frozen dopants, 300 K: Df in eV/fu")
for frac, direct, error, line, law in random_rows.values():
    print(f"x {100*frac:.2f}%: direct {direct:.5f} +/- {error:.5f}, "
          f"line {line:.5f}, with pairs {law:.5f}")
print(f"Linear shift at x {100*x:.2f}%: {shift:.5f} eV/fu "
      f"= {shift*sc.e*sc.N_A/1000:.3f} kJ/mol")
print(f"Line reaches zero at x {-100*df0[0]/dg[0]:.1f}% (extrapolation)")
print(f"Frozen pair term at example x: {0.5*x*x*dv:.6f} eV/fu")
print(f"Mobile pair term, 900 K, example x: {0.5*x*x*db:.6f} eV/fu")
print(f"Pair-count ratios, 3/2 and 4/2 dopants: {ratio3:.3f}, {ratio4:.3f}")
print(f"Mobile test, 900 K, x {100*x_test:.1f}%: (Df-Df0) {mobile_direct:.7f} eV/fu")
print(f"  linear {mobile_line:.7f}, quadratic {mobile_quad:.7f} eV/fu")
print(f"  own mu at equal x: m {mu_at_x['m']:.4f}, o {mu_at_x['o']:.4f} eV")
print("Equal reservoir mu, 900 K:")
for mu, dw, x_o, x_m in open_rows:
    print(f"mu {mu:.4f} eV: D omega {dw:.6f} eV/fu, "
          f"x_o {100*x_o:.4f}%, x_m {100*x_m:.5f}%")
print("Neglected effects: rough inputs and magnitudes")
print(f"volume {volume:.0f} A^3/fu; cubic grain {grain_nm:.0f} nm, "
      f"{grain_cations:.0f} cations")
print(f"interface difference {interface_j_m2:.1f} J/m^2: {interface:.4f} eV/fu")
print(f"field {field_mv_cm:.0f} MV/cm, P {polarization_uc_cm2:.0f} uC/cm2: "
      f"{field:.4f} eV/fu")
print(f"stress {stress_gpa:.0f} GPa, in-plane strain difference "
      f"{100*strain_difference:.0f}%: {stress:.4f} eV/fu")
print(f"bulk modulus {bulk_gpa:.0f} GPa, dopant volume {dopant_volume:.0f} A^3: "
      f"{macro:.6f} eV/fu")
print(f"grain composition fluctuation: {fluctuation:.6f} eV/fu")
print(f"{missing_modes} missing modes, {100*mode_shift:.0f}% frequency difference, "
      f"300 K: {missing_vibration:.4f} eV/fu")
print("all tests passed")
```

Printed output:

```
Model inputs (rough); fu = formula unit
m: e0 0.00 eV/fu, swap 0.60 eV, h 2.0 eV/A
m: K 8.0, J 1.0, dK 2.0 eV/A^2
o: e0 0.08 eV/fu, swap 0.45 eV, h 3.0 eV/A
o: K 7.0, J 1.0, dK 1.0 eV/A^2
cage mass 16 u; temperatures 300, 900 K
Lattice sizes: 32, 256 cations
m, 300 K: g 0.5077, relaxation -0.0944, vibration 0.0020 eV
m, 300 K: neighbour v -0.0114, pair sum V -0.2382 eV
o, 300 K: g 0.2158, relaxation -0.2352, vibration 0.0011 eV
o, 300 K: neighbour v -0.0322, pair sum V -0.7073 eV
Df0: 0.07893 eV/fu at 300 K, 0.07778 at 900 K
Dg: -0.2918 eV/dopant at 300 K, -0.2928 at 900 K
Dg parts, 300 K: swap -0.1500, relaxation -0.1409, vibration -0.0010 eV
DV at 300 K -0.4691 eV; DB at 900 K -0.5583 eV
Random frozen dopants, 300 K: Df in eV/fu
x 1.95%: direct 0.07317 +/- 0.00001, line 0.07323, with pairs 0.07316
x 3.91%: direct 0.06723 +/- 0.00002, line 0.06753, with pairs 0.06721
x 7.81%: direct 0.05476 +/- 0.00003, line 0.05613, with pairs 0.05477
Linear shift at x 3.91%: -0.01140 eV/fu = -1.100 kJ/mol
Line reaches zero at x 27.0% (extrapolation)
Frozen pair term at example x: -0.000358 eV/fu
Mobile pair term, 900 K, example x: -0.000426 eV/fu
Pair-count ratios, 3/2 and 4/2 dopants: 2.994, 5.978
Mobile test, 900 K, x 0.5%: (Df-Df0) -0.0014764 eV/fu
  linear -0.0014689, quadratic -0.0000075 eV/fu
  own mu at equal x: m 0.0976, o -0.1992 eV
Equal reservoir mu, 900 K:
mu -0.3202 eV: D omega 0.077696 eV/fu, x_o 0.1010%, x_m 0.00226%
mu -0.2664 eV: D omega 0.077619 eV/fu, x_o 0.2041%, x_m 0.00453%
Neglected effects: rough inputs and magnitudes
volume 34 A^3/fu; cubic grain 10 nm, 29412 cations
interface difference 0.3 J/m^2: 0.0382 eV/fu
field 2 MV/cm, P 20 uC/cm2: 0.0085 eV/fu
stress 2 GPa, in-plane strain difference 1%: 0.0085 eV/fu
bulk modulus 200 GPa, dopant volume 3 A^3: 0.000252 eV/fu
grain composition fluctuation: 0.000330 eV/fu
8 missing modes, 1% frequency difference, 300 K: 0.0021 eV/fu
all tests passed
```
